# Why sputtering is not surface evaporation

Suppose that a niobium film on a wafer at 300 K faces a metal plasma, and that the wafer bias draws in singly charged niobium ions of 1 keV at 1 mA/cm². If erosion by these ions is treated as evaporation, two predictions go wrong. The loss of atoms comes out as zero for every practical purpose, with cooling as the remedy for any loss that is seen. The atoms that do leave are assigned energies near 0.05 eV, so that they should settle gently on whatever surface they reach. The cascade model derived here gives a gross loss of the order of one atom per ion and typical energies of the order of ten electronvolts, with the wafer temperature in neither result.

## The belief and its appeal

The belief runs as follows. Ions deliver energy, the surface becomes hot, and atoms boil off. It has real support. Sputtering and evaporation both remove atoms one by one, both must pay the surface binding energy $U$, and both can give a cosine distribution of exit angles. An ion of 1 keV also deposits its energy within a few nanometres of its point of impact, which invites talk of a local temperature.

The picture can be tested by its energy spectrum. Evaporation draws atoms from a thermal distribution. A collision cascade is a set of fast atoms sharing energy in a few collisions each, and most of them leave the energy range of interest long before any equilibrium is reached. The two mechanisms must therefore be worked out separately and compared behind the same surface barrier.

## How a cascade shares its energy

Take atoms of equal mass that collide as hard spheres of diameter $d$, with the struck atom at rest. At impact parameter $b$, the line of centres makes an angle $\alpha$ with the incoming velocity, where $\sin\alpha=b/d$. The struck atom receives the velocity component along that line, so an incoming energy $E'$ gives it
$$T=E'\cos^2\alpha=E'\left(1-\frac{b^2}{d^2}\right).$$
Impact points are spread evenly over the disc of area $\pi d^2$, so $b^2$ is uniform between 0 and $d^2$. Hence $T$ is uniform between 0 and $E'$. The other atom keeps $E'-T$, which is uniform too. One collision thus yields two moving atoms, with a combined number density $2/E'$ in energy.

Let $\Psi(E)\,dE$ be the mean number of collisions made by atoms with energy in $dE$, for one primary atom of energy $E_0$. Neglect electronic losses and any binding energy lost inside the solid. In an infinite medium every moving atom collides again, so
$$\Psi(E)=\delta(E-E_0)+\int_E^{E_0}\frac{2}{E'}\Psi(E')\,dE'.$$
The delta function is the first collision of the primary. Below $E_0$ it contributes $2/E_0$ to the integral, and the smooth part $\psi$ obeys
$$\psi(E)=\frac{2}{E_0}+\int_E^{E_0}\frac{2}{E'}\psi(E')\,dE'.$$
Differentiating with respect to the lower limit gives $\psi'=-2\psi/E$, so $\psi=A/E^2$. Just below $E_0$ the integral vanishes and $\psi=2/E_0$, which fixes $A=2E_0$:
$$\psi(E)=\frac{2E_0}{E^2}.$$

The power $-2$ comes from energy conservation. Let the struck atom receive a fraction $x$ of the energy with any probability density $k(x)$ that does not depend on $E'$. Far below $E_0$, insert $\Psi\propto E^{-2}$ on the right of the balance and set $x=E/E'$. The result is
$$E^{-2}\int_0^1x\,[k(x)+k(1-x)]\,dx=E^{-2}\int_0^1[x+(1-x)]\,k(x)\,dx=E^{-2}.$$
The second form follows by exchanging $x$ and $1-x$ in one term. The two fractions add to one, and the trial solution reproduces itself. No temperature has been used.

## From collisions to a flux

Let $\lambda$ be the mean free path, taken as independent of energy. Each collision ends a flight of mean length $\lambda$, so one primary produces a track length $\lambda\psi(E)$ per unit energy. If each incident ion deposits an energy $F_D$ per unit depth, it starts $F_D/E_0$ primaries per unit depth. The track length per unit depth and energy is then
$$\frac{F_D}{E_0}\,\lambda\,\frac{2E_0}{E^2}=\frac{2\lambda F_D}{E^2}.$$

Assume for now that primaries start in all directions and uniformly in depth, and that the flux at the surface is the one inside an infinite medium. The directions at each energy are then isotropic. A track at angle $\theta$ to the outward normal advances by $\cos\theta$ per unit length, so the outward flux is
$$\frac{d^2J}{dE\,d\Omega}=\frac{2\lambda F_D}{E^2}\,\frac{\cos\theta}{4\pi}.$$

At the surface a planar barrier removes energy $U$ and leaves the parallel momentum unchanged. With subscript 1 for the vacuum side,
$$E_1=E-U,\qquad E_1\sin^2\theta_1=E\sin^2\theta .$$
Subtracting the second relation from the first gives $E_1\cos^2\theta_1=E\cos^2\theta-U$. At fixed $E$, its differential is
$$E_1\cos\theta_1\,d(\cos\theta_1)=E\cos\theta\,d(\cos\theta).$$
The azimuth does not change, so $\cos\theta\,d\Omega=(E_1/E)\cos\theta_1\,d\Omega_1$. Also $dE=dE_1$. Therefore
$$\frac{d^2Y}{dE_1\,d\Omega_1}=\frac{\lambda F_D}{2\pi}\,\frac{E_1\cos\theta_1}{(E_1+U)^3}.$$
Since $\int\cos\theta_1\,d\Omega_1=\pi$ over the outward hemisphere,
$$\boxed{\frac{dY}{dE_1}=\frac{\lambda F_D}{2}\,\frac{E_1}{(E_1+U)^3},\qquad 0<E_1<E_0-U.}$$
This is the Thompson form, cut off at the highest possible energy. Primaries that escape without a collision are left out.

## What the spectrum says

The derivative of $E_1/(E_1+U)^3$ vanishes when $E_1+U=3E_1$, so the peak lies at $U/2$. The local slope on logarithmic axes is
$$\frac{d\ln(dY/dE_1)}{d\ln E_1}=1-\frac{3E_1}{E_1+U},$$
which approaches $-2$ for $E_1\gg U$. For hard spheres this limiting slope holds up to the cutoff. For other ways of sharing energy, the power law in general also requires $E_1\ll E_0$.

Because
$$\frac{d}{dE_1}\left(\frac{E_1}{E_1+U}\right)^2=\frac{2UE_1}{(E_1+U)^3},$$
the integral up to the cutoff gives the yield
$$Y=\frac{\lambda F_D}{4U}\left(1-\frac{U}{E_0}\right)^2,$$
and the fraction of atoms emitted below $E_1$ is
$$P(E_1)=\frac{[E_1/(E_1+U)]^2}{(1-U/E_0)^2}.$$
For the mean, put $s=E_1+U$:
$$\int_U^{E_0}\frac{(s-U)^2}{s^3}\,ds=\ln\frac{E_0}{U}-\frac32+\frac{2U}{E_0}-\frac{U^2}{2E_0^2}.$$
Dividing by the normalization $(1-U/E_0)^2/(2U)$ gives
$$\langle E_1\rangle=\frac{2U}{(1-U/E_0)^2}\left[\ln\frac{E_0}{U}-\frac32+\frac{2U}{E_0}-\frac{U^2}{2E_0^2}\right].$$
The mean grows with the logarithm of the primary energy, while the peak stays at $U/2$.

## Evaporation behind the same barrier

For classical atoms in equilibrium, the number in a velocity interval is proportional to $e^{-E/kT}v^2\,dv\,d\Omega$. The flux through a plane carries a further factor $v\cos\theta$. Since $v^3dv\propto E\,dE$, the flux inside is proportional to $E\,e^{-E/kT}\cos\theta$. The barrier multiplies it by $E_1/E$, as before:
$$E\,e^{-E/kT}\,\frac{E_1}{E}=e^{-U/kT}\,E_1e^{-E_1/kT}.$$
The normalized spectrum is $E_1e^{-E_1/kT}/(kT)^2$, with peak $kT$ and mean $2kT$. The binding energy enters the rate through $e^{-U/kT}$ and drops out of the shape. In the cascade it is $U$ that sets the energy scale of the shape. This contrast arises because the exponential splits into a factor for $U$ and a factor for $E_1$, whereas the power $(E_1+U)^{-3}$ does not.

## The niobium film in numbers

Take the rough value $U=7.5$ eV for niobium and round model values $\lambda=0.25$ nm and $F_D=200$ eV/nm, with $E_0=1000$ eV. Then $\lambda F_D=50$ eV, and
$$Y=\frac{50}{4\times7.5}\,(1-0.0075)^2=1.64\ \text{atoms per ion}.$$
The peak lies at 3.75 eV. Setting $P=1/2$ gives a median of 17.7 eV, and the mean is 51.9 eV. The mean is sensitive to the omitted primaries that escape without a collision. They add only $\lambda F_D(1-U/E_0)/(4E_0)=0.012$ atoms per ion, but each carries $E_0-U$, and including them would raise the mean to about 59 eV. The share above 100 eV is
$$1-\frac{(100/107.5)^2}{(1-0.0075)^2}=12.2\,\%.$$
At 300 K, $kT=0.02585$ eV, so evaporated atoms would have a mean energy of only 0.052 eV.

Could the surface be hot on a hidden, local scale? A thermal flux has a share $(1+E/kT)e^{-E/kT}$ above energy $E$. Matching its peak to the cascade needs $kT=3.75$ eV, or $4.35\times10^4$ K, and leaves $7.3\times10^{-9}$ % above 100 eV. Matching the median needs $1.22\times10^5$ K and leaves 0.078 %, about 160 times too little. No single temperature gives both the body and the tail of this spectrum.

The rates differ even more. A rough estimate of evaporation is $n_s\nu e^{-U/kT}$, with $n_s=1.3\times10^{15}$ cm⁻² surface sites and an attempt frequency $\nu=10^{13}$ s⁻¹. At 300 K the exponent is $7.5/0.02585=290$, and the estimated flux is about $10^{-98}$ cm⁻² s⁻¹. The prefactor may be wrong by a few powers of ten, which makes no difference to a flux this small. The ion flux is $6.24\times10^{15}$ cm⁻² s⁻¹, so the ideal sputtered flux is $1.02\times10^{16}$ cm⁻² s⁻¹. Evaporation would equal it when $U/kT=\ln(1.3\times10^{28}/1.02\times10^{16})\approx27.9$, which means
$$T\approx300\ \text{K}\times\frac{290}{27.9}\approx3100\ \text{K}.$$
The rough prefactor is too small. Tabulated vapour pressures of niobium, inserted in the kinetic flux $p/\sqrt{2\pi mkT}$, give rates about three powers of ten higher and lower this value to about 2600 K. Evaporation would thus match sputtering only at temperatures in the region of the melting point of niobium, about 2750 K.

A Monte Carlo calculation that followed 8000 isotropic primaries through individual collisions in an infinite medium tested the derivation. Its yield was 0.996 of the formula, its mean energy 52.1 eV and its mean exit cosine 0.666, where the cosine law requires 2/3. Between the windows 50–100 eV and 200–400 eV its logarithmic slope was $-1.84$, against $-1.83$ from the formula. The value $-2$ has not yet been reached there because $U/E_1$ is still not negligible. The numerical output below lists these values with the others used here.

## How far the power law can be trusted

The constant cross section is the first assumption to relax. Real atoms look smaller to faster projectiles. Keep uniform energy sharing but let the cross section vary as $E^{-p}$, so that $\lambda(E)=\lambda_U(E/U)^p$, where $\lambda_U$ is the free path at energy $U$. The collision density is unchanged, because its balance contains no path length. The flux gains a factor $E^p$, and the spectrum becomes
$$\frac{dY}{dE_1}\propto\frac{E_1}{(E_1+U)^{3-p}}.$$
Its peak follows from $E_1+U=(3-p)E_1$ and lies at $U/(2-p)$; its tail falls as $E_1^{-2+p}$. For $p=0.25$ the peak moves to 4.29 eV and the share above 100 eV rises to 19.5 %. The exponent is therefore a property of the interaction as well as of energy conservation.

Beam direction matters too. When two equal hard spheres separate, an atom that leaves with energy $E$ out of $E'$ makes an angle with the old velocity whose cosine is $\sqrt{E/E'}$. This holds for both partners, since they leave at right angles and their energies add to $E'$. After averaging over azimuth, the mean cosine to the beam is multiplied by the same factor. Let $C(E)$ be the collision density weighted with the cosine to the beam. Below $E_0$,
$$C(E)=\frac{2}{E_0}\sqrt{\frac{E}{E_0}}+\int_E^{E_0}\frac{2}{E'}\sqrt{\frac{E}{E'}}\,C(E')\,dE'.$$
Writing $C=\sqrt E\,g$ and dividing by $\sqrt E$ gives
$$g(E)=\frac{2}{E_0^{3/2}}+\int_E^{E_0}\frac{2}{E'}\,g(E')\,dE'.$$
As before, $g'=-2g/E$, now with $g(E_0)=2E_0^{-3/2}$. Thus $g=2E_0^{1/2}/E^2$, and the mean cosine is
$$\frac{C(E)}{\psi(E)}=\sqrt{\frac{E}{E_0}}.$$
It is 0.10 at 10 eV and 0.32 at 100 eV. Fast atoms still remember that the beam pointed into the solid, and these are the atoms that make up the tail.

The size of this effect was found with a real surface, beyond which no atoms return, and with primaries started uniformly over a depth of 25 free paths. With the number of primaries started per unit depth held fixed, isotropic primaries gave 0.87 of the ideal yield and 13 % of the emitted atoms above 100 eV. Primaries all directed inward gave 0.19 of the ideal yield, a median of 9.4 eV and about 1 % above 100 eV. Part of the fall in yield arises because inward primaries carry their energy away from the surface, so that less is deposited there. The ideal tail is thus a poor quantitative guide for inward primaries at this energy, and no $E_1^{-2}$ law is claimed for that case. The thermal picture still fails: a Maxwellian flux with the same median would put only a few times $10^{-5}$ % above 100 eV, too little by a factor of more than $10^4$.

## Where heat does enter

Heat is present, and its effects can be sized. The beam delivers 1 W/cm². An uncooled wafer that radiates from both faces with emissivity 0.5, in surroundings at 300 K, settles near 655 K. The evaporation estimate is then about $10^{-30}$ cm⁻² s⁻¹, still negligible beside sputtering.

A local thermal spike is the stronger form of the objection. Put the whole 1 keV into a sphere of 3 nm diameter, share it as $3kT$ per atom, and hold the temperature for 1 ps. The sphere reaches about 5200 K, yet the same rate formula gives only $5\times10^{-5}$ evaporated atoms per ion. Successive ions strike an area of that size about 2.3 ms apart, so their spikes do not overlap in time. The estimate is proportional to the rough prefactor, however. The vapour pressure of liquid niobium, extrapolated to this temperature, would raise it about a hundredfold, which is still small beside the cascade yield. It also depends strongly on the assumed size. A diameter of 2 nm gives about 17 000 K and about two atoms per ion, although a rate formula with the binding energy of the cold solid cannot be trusted there. The estimate therefore does not exclude spike emission. Where the energy is deposited densely enough for spikes to matter, the linear cascade model fails, because moving atoms would strike other moving atoms.

## The model beside a real film

Sputtering yields of metals at 1 keV are roughly of order one, and the ideal 1.64 has that size. This is weak support, since $\lambda$ and $F_D$ were chosen as independent round values. A real bias-driven beam is also far from isotropic, and its ions enter at the surface, whereas the primaries above start at all depths. The factor 0.19 therefore cannot be applied to it. For niobium ions the exact yield decides the sign of the net change. If every arriving ion sticks and no neutral metal arrives, the film is eroded only when the yield exceeds one. An estimate that is good only to the order of magnitude cannot settle whether net loss or net growth occurs in a given reactor. Electronic stopping is also missing. The Lindhard–Scharff formula puts it at 3 % of the hard-sphere stopping at 1 keV and 24 % at 15 eV, although the second figure extrapolates that formula to energies where it is doubtful. Both percentages also rest on the assumed $\lambda$, because the hard-sphere stopping is $E/(2\lambda)$. A screened-Coulomb (ZBL) nuclear stopping is about a third of the hard-sphere value at 1 keV and about twice that value at 15 eV, which would change the figures to roughly 9 % and 13 %.

These corrections change the yield and reshape the tail, but none of them brings back the factor $e^{-U/kT}$ of the wafer. At fixed ion energy, ion flux and surface composition, and while evaporation and spikes remain negligible, cooling the wafer does not switch sputtering off in this model. The energy scale of the ejected atoms is set by $U$ and by the collisions that feed the surface.

## Values computed for the example and the checks

```
Surface binding energy U: 7.5 eV
Ion energy E0: 1000 eV
Mean free path: 0.25 nm
Deposited energy F_D: 200 eV/nm
Wafer temperature: 300 K
Ion current density: 1 mA/cm2
Lattice constant: 0.33 nm
Attempt frequency: 1e+13 1/s
Wafer kT: 0.02585 eV
kT/U: 0.00345
Ideal yield: 1.64 atoms/ion
Cascade peak energy: 3.75 eV
Cascade median energy: 17.7 eV
Cascade mean energy: 51.9 eV
Evaporation mean energy 2kT: 0.0517 eV
Cascade share above 100 eV: 12.2 %
Temperature matched at peak: 4.35e+04 K
Its share above 100 eV: 7.3e-09 %
Temperature matched at median: 1.22e+05 K
Its share above 100 eV: 0.078 %
MC/formula yield, infinite medium: 0.996
MC largest error of cumulative share: 0.00079
MC mean energy: 52.1 eV
MC mean exit cosine: 0.666
MC log slope, 50-100 to 200-400 eV: -1.84
Formula log slope, same windows: -1.83
Surface site density: 1.3e+15 1/cm2
Ion flux: 6.24e+15 1/(cm2 s)
Sputtered flux: 1.02e+16 1/(cm2 s)
log10 evaporated flux at 300 K, in 1/(cm2 s): -97.88
Temperature for equal fluxes: 3.12e+03 K
Real surface: yield/ideal, isotropic: 0.87
Real surface: share above 100 eV: 13 %
Inward beam: yield/ideal: 0.19
Inward beam: share above 100 eV: 1 %
Inward beam: median energy: 9.4 eV
Inward beam: median-matched thermal share: 3.5e-05 %
Beam memory, mean cosine at 10 eV: 0.1
Beam memory, mean cosine at 100 eV: 0.32
Soft cross-section exponent p: 0.25
Soft case: peak energy: 4.29 eV
Soft case: share above 100 eV: 19.5 %
Electronic/nuclear stopping at 1 keV: 0.03
Electronic/nuclear stopping at 15 eV: 0.24
Spike diameter: 3 nm
Spike duration: 1 ps
Spike temperature: 5.2e+03 K
Spike evaporation yield: 5.2e-05 atoms/ion
Time between hits on spike area: 2.3 ms
Flight time over one free path at U: 63 fs
Beam power density: 1 W/cm2
Emissivity of each wafer face: 0.5
Uncooled wafer temperature: 655 K
log10 evaporated flux uncooled, in 1/(cm2 s): -29.6
```
